# The Einstein relation for a degenerate two-dimensional electron gas

## Definitions and conventions

Electrons occupy one parabolic subband, $\varepsilon=k^2/(2m)$, with $\mathbf k$ in the plane and energies measured from the subband bottom. The algebra uses atomic units, $\hbar=m_e=e=1$, so $m$ is the effective mass in electron masses and $\mathbf v=\mathbf k/m$. The symbol $e>0$ is kept where it shows how charge enters. Numbers are given in eV and angstrom.

The degeneracy $g$ is the number of spin states times the number of equivalent valleys. The temperature $T$ is uniform and is held by a bath, such as the lattice. The chemical potential $\zeta$ is also measured from the subband bottom. In equilibrium

$$f_0(\varepsilon)=\frac{1}{e^{(\varepsilon-\zeta)/kT}+1},\qquad \eta=\frac{\zeta}{kT}.$$

An electron has charge $-e$, so a field $\mathbf E$ exerts the force $\mathbf F=-e\mathbf E$. The particle current density $\mathbf J$ defines the two transport coefficients:

$$\mathbf J=-D\nabla n+\frac{\mu}{e}\,n\mathbf F .\tag{1}$$

With $\mathbf F=-e\mathbf E$ the drift velocity is $-\mu\mathbf E$, so $\mu$ is positive. $D$ multiplies the density gradient alone. If that gradient sets up an electric field, the field belongs to $\mathbf F$.

Fields and gradients are weak and vary slowly over a mean free path. The response is isotropic in the plane. The confinement is rigid: the subband bottom does not move relative to the local electrostatic energy when $n$ changes. Exchange and correlation are left out of the relation between $n$ and $\zeta$.

## Simple case: a dilute gas with one relaxation rate

When $e^\eta\ll1$, the distribution is $f_0=e^{(\zeta-\varepsilon)/kT}$. Let collisions restore local equilibrium at a constant rate $\Gamma$. With a gradient and a force along $x$, the stationary Boltzmann equation to first order is

$$v_x\frac{\partial f_0}{\partial x}+F\frac{\partial f_0}{\partial k_x}=-\Gamma\,\delta f .$$

The density is proportional to $e^{\zeta/kT}$, so $\partial f_0/\partial x=(n'/n)f_0$. Also $\partial\varepsilon/\partial k_x=v_x$, which gives $\partial f_0/\partial k_x=-v_xf_0/kT$. Therefore

$$\delta f=-\frac{v_x}{\Gamma}\left(\frac{n'}{n}-\frac{F}{kT}\right)f_0 .$$

The current is the sum of $v_x\delta f$ over states. Equipartition gives $\langle v_x^2\rangle=kT/m$, so

$$J=-\frac{n}{\Gamma}\frac{kT}{m}\left(\frac{n'}{n}-\frac{F}{kT}\right)
=-\frac{kT}{m\Gamma}\,n'+\frac{1}{m\Gamma}\,nF .$$

Comparison with (1) gives $D=kT/(m\Gamma)$ and $\mu=e/(m\Gamma)$, hence

$$\frac{D}{\mu}=\frac{kT}{e}.\tag{2}$$

The rate has cancelled. The next step shows that this does not depend on $\Gamma$ being constant, and finds what replaces $kT$ when the exclusion principle matters.

## General collisions and Fermi statistics

Let the chemical potential vary slowly in space, and write $f=f_0[(\varepsilon-\zeta(\mathbf r))/kT]+\delta f$. Collisions with the bath conserve electron number and obey detailed balance, so they leave $f_0$ unchanged for any local value of $\zeta$. To first order the collision term is $-C\,\delta f$, with $C$ a linear operator. It may contain elastic and inelastic processes and Pauli blocking.

The two driving terms are

$$\mathbf v\cdot\nabla f_0=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\nabla\zeta,
\qquad
\mathbf F\cdot\frac{\partial f_0}{\partial\mathbf k}=-\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\mathbf F .$$

The first uses $\partial f_0/\partial\zeta=-\partial f_0/\partial\varepsilon$, since $f_0$ depends on $\varepsilon-\zeta$. The second uses $\partial\varepsilon/\partial\mathbf k=\mathbf v$. Their sum gives

$$\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot(\nabla\zeta-\mathbf F)=-C\,\delta f .\tag{3}$$

The time derivative is absent because continuity makes $\partial n/\partial t=-\nabla\cdot\mathbf J$, which is of second order in slow gradients. Equation (3) can be solved because its left side sums to zero over the directions of $\mathbf v$, as number conservation requires. If inelastic scattering connects all energies, the solution is fixed up to a shift of $\zeta$. With elastic scattering alone, any function of energy may be added. Neither addition depends on the direction of $\mathbf v$, so neither carries a current.

Gradient and force enter (3) through the single vector $\nabla\zeta-\mathbf F$. Since the equation is linear and the response isotropic,

$$\mathbf J=-K(\nabla\zeta-\mathbf F),\tag{4}$$

where one number $K$ contains all the scattering physics.

For a uniform gas, $\nabla\zeta=0$ and $\mathbf J=K\mathbf F$. Equation (1) then gives $K=\mu n/e$. With no force, uniform temperature gives $\nabla n=(\partial n/\partial\zeta)\nabla\zeta$, so $\mathbf J=-K\nabla n/(\partial n/\partial\zeta)$ and $D=K/(\partial n/\partial\zeta)$. Dividing removes $K$:

$$\boxed{\frac{eD}{\mu}=\frac{n}{\partial n/\partial\zeta}}\tag{5}$$

**Test on equilibrium.** In a static potential energy $U(\mathbf r)$, equilibrium requires $\zeta+U$ to be constant. Then $\nabla\zeta=-\nabla U=\mathbf F$, and (4) gives $\mathbf J=0$. Diffusion and drift cancel at every point.

**Test on the dilute gas.** There $n\propto e^{\zeta/kT}$, so $\partial n/\partial\zeta=n/kT$, and (5) returns (2) for any collision operator of the assumed kind.

## Counting states in two dimensions

Integrating over the direction of $\mathbf k$ gives a factor $2\pi$, and $k\,dk=m\,d\varepsilon$. Hence

$$n=g\int\frac{d^2k}{(2\pi)^2}f_0=\frac{gm}{2\pi}\int_0^\infty f_0(\varepsilon)\,d\varepsilon .$$

The density of states $gm/(2\pi)$ does not depend on energy. An antiderivative of $f_0$ is $-kT\ln[1+e^{(\zeta-\varepsilon)/kT}]$, since its derivative is $e^{(\zeta-\varepsilon)/kT}/[1+e^{(\zeta-\varepsilon)/kT}]=f_0$. It vanishes at the upper limit, so

$$n=N\ln(1+e^\eta),\qquad N=\frac{gm\,kT}{2\pi}.\tag{6}$$

Differentiating with $\partial\eta/\partial\zeta=1/kT$,

$$\frac{\partial n}{\partial\zeta}=\frac{N}{kT}\frac{e^\eta}{1+e^\eta}=\frac{N}{kT}\frac{1}{1+e^{-\eta}} .\tag{7}$$

Equation (5) becomes

$$\frac{eD}{\mu}=kT\,(1+e^{-\eta})\ln(1+e^\eta).\tag{8}$$

The density is often known and $\zeta$ is not. With $\nu=n/N$, equation (6) gives $1+e^\eta=e^\nu$. Then

$$\frac{1}{1+e^{-\eta}}=\frac{e^\eta}{1+e^\eta}=\frac{e^\nu-1}{e^\nu}=1-e^{-\nu},$$

and therefore

$$\boxed{\frac{eD}{\mu}=kT\,\frac{\nu}{1-e^{-\nu}},\qquad \nu=\frac{2\pi n}{gm\,kT}}\tag{9}$$

The denominator has a direct meaning: $1/(1+e^{-\eta})$ is $f_0(0)$, the occupation of the subband bottom. The product $kT\nu=2\pi n/(gm)$ is the zero-temperature Fermi energy $E_F$, because filling a constant density of states up to $E_F$ gives $n=gmE_F/(2\pi)$. Thus

$$\frac{eD}{\mu}=\frac{E_F}{f_0(0)} .\tag{10}$$

### Low density

For small $\nu$,

$$1-e^{-\nu}=\nu\left(1-\frac{\nu}{2}+\frac{\nu^2}{6}-\cdots\right).$$

Inverting the bracket, the second-order coefficient is $(1/2)^2-1/6=1/12$, so

$$\frac{eD}{\mu}=kT\left(1+\frac{\nu}{2}+\frac{\nu^2}{12}+\cdots\right).\tag{11}$$

As $\nu\to0$ the ratio $D/\mu$ tends to the thermal voltage $kT/e$. The first correction is positive. Adding electrons to partly filled states costs a larger rise in $\zeta$ than in a classical gas, so at a given mobility the same density gradient drives a larger current.

### High density

Separating the leading part of (9),

$$\frac{\nu}{1-e^{-\nu}}=\nu+\frac{\nu e^{-\nu}}{1-e^{-\nu}}=\nu+\frac{\nu}{e^\nu-1},$$

so that

$$\frac{eD}{\mu}=E_F+\frac{E_F}{e^\nu-1}.\tag{12}$$

For $\nu\gg1$ the second term is exponentially small. The approach to the Fermi energy is this fast because the density of states is constant: temperature changes $\partial n/\partial\zeta$ just through the occupation of the band edge.

**Test with a known scattering rate.** Return to a constant $\Gamma$, now with Fermi statistics. Then $\delta f=-(-\partial f_0/\partial\varepsilon)\,\mathbf v\cdot(\nabla\zeta-\mathbf F)/\Gamma$. The angular average of $v_x^2$ is $v^2/2=\varepsilon/m$, and

$$K=\frac{gm}{2\pi}\int_0^\infty\frac{\varepsilon}{m\Gamma}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon
=\frac{1}{m\Gamma}\,\frac{gm}{2\pi}\int_0^\infty f_0\,d\varepsilon=\frac{n}{m\Gamma}.$$

The second form follows by parts; the boundary term $\varepsilon f_0$ vanishes at both ends. So $\mu=e/(m\Gamma)$ at any density, and degeneracy appears in $D$ alone. At zero temperature $D=E_F/(m\Gamma)=v_F^2/(2\Gamma)$, with $v_F$ the speed at the Fermi energy. This is the diffusion coefficient of particles that all move at $v_F$ in the plane.

## Numbers for a model subband

Take the round parameters $m=0.2$, $g=4$ and $T=300$ K. They define a one-subband model. A silicon (100) inversion layer has similar $m$ and $g$ in its lowest subband, but at 300 K its higher subbands hold a substantial share of the electrons, so the numbers below do not describe it. Then $kT=0.025852$ eV and $N=4.320\times10^{-4}$ Å$^{-2}$. At $n=10^{-3}$ Å$^{-2}$,

$$\nu=\frac{10^{-3}}{4.320\times10^{-4}}=2.315,\qquad
\frac{\nu}{1-e^{-\nu}}=\frac{2.315}{0.9012}=2.569,$$

and $eD/\mu=2.569\times0.025852=0.0664$ eV, or $D/\mu=66.4$ mV. The thermal voltage would be too small by a factor of 2.57. The Fermi energy, 0.0598 eV, is closer but still 10% below the result, because the band edge is 90% occupied and not full.

At $n=10^{-4}$ Å$^{-2}$, $\nu=0.2315$. The series (11) gives $1+0.1157+0.0045=1.1202$, in agreement with the closed form, and $eD/\mu=0.02896$ eV. The gas has $\zeta=-0.035$ eV, below the subband bottom, yet the ratio already exceeds $kT$ by 12%. A negative chemical potential is therefore not enough to justify the classical relation; $\nu\ll1$ is the condition. At $n=10^{-6}$ Å$^{-2}$, $\nu=0.0023$ and the excess is 0.12%.

Now cool the densest gas to 30 K. $N$ falls tenfold and $\nu$ rises to 23.15. The result is $eD/\mu=0.0598$ eV, equal to the Fermi energy to the digits printed, while $kT$ is 0.0026 eV. Tenfold cooling lowers the ratio by 10%. This is the result for independent electrons. In a strictly two-dimensional layer with dielectric constant $\epsilon_r$ and no screening gate, exchange at zero temperature adds $-k_F/(\pi\epsilon_r)$ to $n\,\partial\zeta/\partial n$, with $k_F=\sqrt{4\pi n/g}$. For $\epsilon_r=11.7$ this is $-0.022$ eV at this density, over a third of $E_F$, and it exceeds $E_F$ in size at $10^{-4}$ Å$^{-2}$, so the omission matters in a real cold layer.

These values were tested against a direct sum of Fermi occupations over plane-wave states in a large periodic box, with $\partial n/\partial\zeta$ taken by finite difference. At 300 K the sum and the closed form agree within a relative tolerance of $10^{-6}$, and so do the sum and the Fermi energy at 30 K.

## What energy relaxation does

The derivation assumed that each place has a local chemical potential at the bath temperature. To see what this requires, follow a density wave proportional to $e^{iqx}$ with no force. If local equilibrium holds, continuity and (1) give

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2},$$

so the wave decays at the rate $Dq^2$.

Suppose instead that scattering is elastic and isotropic, with rate $\Gamma(\varepsilon)$. Electrons of each energy are then conserved separately. Write the disturbance at one energy as $(a_0+a_1\cos\theta)e^{iqx}$, with $\theta$ the angle between $\mathbf v$ and $x$. The streaming term is $iqv\cos\theta$. Averaging over angle, with $\langle\cos^2\theta\rangle=1/2$, gives

$$\dot a_0=-\frac{iqv}{2}a_1 .$$

The $\cos\theta$ part gives $\dot a_1=-\Gamma a_1-iqv\,a_0$, where the second angular harmonic is dropped because it is of higher order in $qv/\Gamma$. For $qv\ll\Gamma$ the slow motion has $a_1=-iqv\,a_0/\Gamma$, and

$$\dot a_0=-\frac{q^2v^2}{2\Gamma}a_0,\qquad D(\varepsilon)=\frac{v^2}{2\Gamma(\varepsilon)} .\tag{13}$$

Each energy shell has its own diffusion coefficient. A density wave prepared in local equilibrium has shell weights $-\partial f_0/\partial\varepsilon$. Once its momentum distribution has settled, it first decays at the rate $\bar Dq^2$, with

$$\bar D=\frac{\int D(\varepsilon)(-\partial f_0/\partial\varepsilon)\,d\varepsilon}{\int(-\partial f_0/\partial\varepsilon)\,d\varepsilon},$$

which is $K/(\partial n/\partial\zeta)$ and satisfies (5). Unless $D(\varepsilon)$ is the same on all shells, as it is for $\Gamma\propto\varepsilon$, shells with large $D(\varepsilon)$ later have flattened more than the others, the weights have changed, and a single $D$ no longer describes the decay of the wave. Inelastic scattering mixes the shells and restores the weights. The wave must be long enough for this to happen faster than it decays.

### A kinetic check

A model with both kinds of scattering tests the argument without assuming (5). The elastic rate is $\hbar\Gamma=0.005\ \mathrm{eV}/(1+\varepsilon/0.05\ \mathrm{eV})$. The inelastic rate from $\varepsilon$ to $\varepsilon'$, per unit final energy, is proportional to

$$W(\varepsilon\to\varepsilon')\propto\exp\left[-\frac{|\varepsilon-\varepsilon'|}{w}+\frac{\varepsilon-\varepsilon'}{2kT}\right],\qquad w=0.02\ \mathrm{eV},$$

with dimensionless strength 0.1. The ratio of forward to backward rates is $e^{(\varepsilon-\varepsilon')/kT}$. Since $f_0/(1-f_0)=e^{(\zeta-\varepsilon)/kT}$, the Pauli-blocked flows $f_0(1-f_0')W$ and $f_0'(1-f_0)W'$ balance, where primes mark the final energy and the reverse rate. These are model choices and describe no particular material.

The mobility is found from the steady response to a force, and $D$ from the slowest decay rate of a long density wave. Energy is divided into 140 levels, and inelastic transitions within one level are left out. On this grid the values at $10^{-3}$ Å$^{-2}$ are $\hbar\mu/e=7074.5$ Å$^2$ and $\hbar D=469.74$ eV Å$^2$, or about 1075 cm$^2$/(V s) and 71.4 cm$^2$/s. Both are about 7% larger than in the limit of a fine grid, because the omitted transitions would also relax momentum. This changes $K$ alone, so it cancels in the quotient of the two values, which is

$$\frac{eD}{\mu}=\frac{469.74}{7074.5}\ \mathrm{eV}=0.06640\ \mathrm{eV},$$

against 0.06641 eV from (9). On the grids used, between the lowest and the highest density $\mu$ grows by a factor 1.13 and $D$ by 2.90. Most of the growth of $D$ thus comes from the statistical factor, which rises 2.57 times.

The small remaining difference can be traced to the energy grid. On the grid, $n$ and $\partial n/\partial\zeta$ are midpoint sums with step $h\,kT$. The midpoint rule changes an integral of $G$ from the band edge by $(h\,kT)^2G'(0)/24$ to leading order. Put $G=f_0$ for $n$ and $G=-\partial f_0/\partial\varepsilon$ for its derivative, and write $p=f_0(0)$. The relative changes are $-(h^2/24)\,p(1-p)/\nu$ and $-(h^2/24)(1-p)(1-2p)$. Their difference is the relative change of the quotient:

$$-\frac{h^2}{24}(1-p)\left[\frac p\nu-1+2p\right].$$

The grid has 140 levels up to $18kT$ above the larger of $\zeta$ and zero. At $10^{-4}$ Å$^{-2}$ this means $h=0.129$ and $p=0.207$, and the estimate is $-1.7\times10^{-4}$. The computed values, 0.028955 and 0.028960 eV, differ by that fraction.

Raising the elastic rate at zero energy to 0.02 eV cuts $\hbar\mu/e$ to 3479.3 Å$^2$, about half, and leaves $eD/\mu$ at 0.06640 eV. This is the cancellation of $K$ in (5).

With inelastic scattering present and a wave number of $10^{-6}$ per bohr, the test finds one slow mode, separated from the next by more than a factor of 1000 in rate. With it removed, 140 energy shells give 140 slow modes, whose rates agree with (13). The shells at 0.0243 and 0.1288 eV have $\hbar D=274.5$ and 3507.7 eV Å$^2$, a ratio of 12.8. Equation (13) gives $D\propto\varepsilon/\Gamma\propto\varepsilon(1+\varepsilon/0.05\ \mathrm{eV})$, hence

$$\frac{0.1288\times3.576}{0.0243\times1.486}=12.8 .$$

## Two extensions

**Several subbands.** Let subband $i$ have bottom $\varepsilon_i$, mass $m_i$ and degeneracy $g_i$, with all subbands sharing one local $\zeta$ through scattering between them. Equations (3) to (5) carry over, with $K$ and $n$ now totals. Adding (6) and (7) over subbands, with $\eta_i=(\zeta-\varepsilon_i)/kT$,

$$\frac{eD}{\mu}=kT\,\frac{\sum_i g_im_i\ln(1+e^{\eta_i})}{\sum_i g_im_i/(1+e^{-\eta_i})} .$$

When all $e^{\eta_i}\ll1$, both sums reduce to $\sum_i g_im_ie^{\eta_i}$ and the ratio is $kT$ again. At zero temperature the denominator is the sum of $g_im_i$ over the occupied subbands. When a second subband with equal $g_im_i$ starts to fill, the density is continuous but $\partial n/\partial\zeta$ doubles, so $eD/\mu$ drops to half. The sharp drop is a zero-temperature result. Temperature spreads it over several $kT$, and at 300 K with subband spacings of 0.03 to 0.12 eV the formula above shows no drop at all. Outside the dilute limit, equation (9) fails once a second subband holds an appreciable share of the electrons, whether by filling or by thermal occupation. The numerical output does not include this case.

**A nearby gate.** Suppose a gate with capacitance $c$ per area lies much closer to the gas than the length over which $n$ varies. A density change $\delta n$ raises the electron's electrostatic energy by $e^2\delta n/c$, so $\mathbf F=-(e^2/c)\nabla n$. Inserting this in (1),

$$\mathbf J=-\left(D+\frac{\mu en}{c}\right)\nabla n .$$

A charged density ripple thus spreads faster than $D$ alone implies. The added term is drift, and it usually dominates: for 10 nm of oxide with dielectric constant 3.9 and $n=10^{-3}$ Å$^{-2}$, $en/c=4.6$ V against $D/\mu=0.066$ V. The Einstein relation applies to $D$, and identifying the whole bracket with $D$ would give too large a ratio to $\mu$.

The main values computed for the model subband are collected in the numerical output below.

## Numbers as computed

```
effective mass = 0.2 electron masses
degeneracy g = 4
temperature = 300 K
thermal energy kT = 0.025852 eV
thermal density N = 4.31968e-04 1/angstrom^2
elastic rate times hbar at zero energy = 0.005 eV
elastic rate falls as 1/(1 + energy/0.05 eV)
inelastic strength = 0.1 (dimensionless)
inelastic kernel width = 0.02 eV
--- density n = 1e-06 1/angstrom^2
nu = n/N = 0.002315
chemical potential = -0.15685 eV
e D/mu, closed form = 0.025882 eV
e D/mu, box sum = 0.025882 eV
e D/mu, kinetic model = 0.025882 eV
closed form over kT = 1.00116
hbar mu/e = 6256.5 angstrom^2
hbar D = 161.93 eV angstrom^2
--- density n = 1e-04 1/angstrom^2
nu = n/N = 0.231499
chemical potential = -0.03478 eV
e D/mu, closed form = 0.028960 eV
e D/mu, box sum = 0.028960 eV
e D/mu, kinetic model = 0.028955 eV
closed form over kT = 1.12021
hbar mu/e = 6319.4 angstrom^2
hbar D = 182.98 eV angstrom^2
--- density n = 1e-03 1/angstrom^2
nu = n/N = 2.314988
chemical potential = 0.05716 eV
e D/mu, closed form = 0.066406 eV
e D/mu, box sum = 0.066406 eV
e D/mu, kinetic model = 0.066399 eV
closed form over kT = 2.56869
hbar mu/e = 7074.5 angstrom^2
hbar D = 469.74 eV angstrom^2
last mobility converted = 1074.8 cm^2/(V s)
last D converted = 71.366 cm^2/s
--- same density, elastic rate at zero energy 0.02 eV
hbar mu/e = 3479.3 angstrom^2
e D/mu, kinetic model = 0.066399 eV
--- same density, elastic scattering only (0.005 eV)
slow modes = 140 for 140 energy shells
shell at 0.0243 eV: hbar D = 274.5 eV angstrom^2
shell at 0.1288 eV: hbar D = 3507.7 eV angstrom^2
--- same density at 30 K
thermal energy kT = 0.002585 eV
nu = n/N = 23.150
Fermi energy = 0.059847 eV
e D/mu, box sum = 0.059847 eV
```
